# Wall angle of a groove etched along a metal grain boundary

A copper film 500 nm thick is to be recessed by 100 nm in a wet etchant that removes the grains at 50 nm/min. The clock says 2 min. If the grain boundaries dissolve at 125 nm/min, the etchant has by then gone down 250 nm along each of them, half the film. Someone who knows only the grain rate misses this. Someone who knows both rates still needs the shape: is the damage a slit as thin as the boundary, or a trench that has widened sideways at 50 nm/min and is now 200 nm across? Neither is right. The groove is a V whose angle follows from the ratio of the two rates. The angle and the depth together give the width.

## 1. One wall, assumed straight

Take a flat metal surface, exposed at time $t=0$. Let $y$ be the depth below this initial surface, positive downward, and $x$ the distance from a grain boundary that runs straight down at $x=0$. The assumptions are:

- Each grain dissolves along its local surface normal at the constant rate $v_g$, whatever the direction of that normal. This is what isotropic means here.
- The boundary dissolves downward at the constant rate $v_b>v_g$, and its width is negligible.
- Surface reactions set both rates. Supply of etchant and surface energy play no part until section 6.

Suppose that a groove with straight walls already exists, and let $\theta$ be the angle between a wall and the boundary. This is the half-angle; the full opening angle is $2\theta$. If the wall keeps its angle and stays attached to the root, then in a time $dt$ it is carried down by $v_b\,dt$. The part of this vertical displacement that is perpendicular to the wall is $v_b\,dt\,\sin\theta$, because the wall makes the angle $\theta$ with the vertical. The grain can supply a perpendicular recession of $v_g\,dt$. Equating the two,

$$\sin\theta=\frac{v_g}{v_b}\equiv r. \tag{1}$$

Two limits make sense. For $v_b\gg v_g$ the angle goes to zero and the groove is a slit. For $v_b\to v_g$ the angle goes to $90^\circ$ and the surface stays flat.

For the copper film $r=50/125=0.400$, so $\theta=23.58^\circ$ and the full opening angle is $47.16^\circ$.

The argument has a gap. It shows that a straight wall can travel unchanged if it has this angle, but not that a flat surface develops such a wall.

## 2. From a flat surface to the groove

To close the gap, ask when the etchant first reaches a given point $(x,y)$ of the metal. Call this time $T(x,y)$. In an isotropic grain, attack starting from one point spreads as a circle of radius $v_g$ times the elapsed time. The front is the outer edge of all such circles, so $T$ is the least travel time over all paths from the surface to the point, with speed $v_g$ in the grains and $v_b$ along the boundary.

Consider first a point on the boundary at depth $s$. Every path to it from the surface has a length of at least $s$, and no part of a path is faster than $v_b$. The straight run down the boundary therefore wins, and it takes $s/v_b$.

Now take a point inside a grain. The best path either never uses the boundary or leaves it for the last time at some depth $s$.

- Without the boundary, the shortest path is vertical and takes $y/v_g$.
- With it, the path reaches depth $s$ at time $s/v_b$ and then crosses the grain in a straight line of length $\rho=\sqrt{x^2+(y-s)^2}$. Leaving below the target depth, $s>y$, cannot pay, since leaving at $s=y$ shortens both parts.

Hence

$$T=\min\left\{\frac{y}{v_g},\ \min_{0\le s\le y}F(s)\right\},\qquad F(s)=\frac{s}{v_b}+\frac{\sqrt{x^2+(y-s)^2}}{v_g}. \tag{2}$$

The first two derivatives of $F$ are

$$F'(s)=\frac1{v_b}-\frac{y-s}{v_g\,\rho},\qquad F''(s)=\frac{x^2}{v_g\,\rho^3}>0 .$$

Since $F''$ is positive, a stationary point is a minimum. There $F'=0$, which gives

$$\frac{y-s}{\rho}=\frac{v_g}{v_b}=\sin\theta .$$

The rate ratio has appeared without any assumption about a wall. With $y-s=\rho\sin\theta$, the horizontal distance is $|x|=\rho\cos\theta$, so

$$\rho=\frac{|x|}{\cos\theta},\qquad s=y-|x|\tan\theta .$$

Insert both into $F$ and replace $1/v_b$ by $\sin\theta/v_g$ in the term containing $|x|$:

$$F_{\min}=\frac{y}{v_b}-\frac{|x|\sin^2\theta}{v_g\cos\theta}+\frac{|x|}{v_g\cos\theta}
=\frac{y}{v_b}+\frac{|x|\cos\theta}{v_g}. \tag{3}$$

The last step uses $1-\sin^2\theta=\cos^2\theta$.

This needs $s\ge0$, that is, $y\ge|x|\tan\theta$. If $y<|x|\tan\theta$, the stationary point lies above the metal. Then $F$ rises throughout $0\le s\le y$, and its least value is $F(0)=\sqrt{x^2+y^2}/v_g$. This is later than $y/v_g$, so direct attack from above arrives first. Expression (3) may nevertheless be kept there, provided that it is also later than $y/v_g$. With $|x|>y\cos\theta/\sin\theta$,

$$\frac{y}{v_b}+\frac{|x|\cos\theta}{v_g}-\frac{y}{v_g}
>\frac{y}{v_g}\left[\frac{\cos^2\theta}{\sin\theta}-(1-\sin\theta)\right]
=\frac{y}{v_g}\,\frac{1-\sin\theta}{\sin\theta}>0 ,$$

where $\cos^2\theta=(1-\sin\theta)(1+\sin\theta)$ was used. So everywhere in the grains

$$T(x,y)=\min\left\{\frac{y}{v_g},\ \frac{y}{v_b}+\frac{|x|\cos\theta}{v_g}\right\}. \tag{4}$$

A point has been dissolved by time $t$ if either entry is at most $t$. The first condition reads $y\le v_gt$. Multiplying the second by $v_b$ and using $v_b/v_g=1/\sin\theta$ gives $y\le v_bt-|x|\cot\theta$. The depth $h$ of the surface is the larger of the two limits:

$$h(x,t)=\max\{\,v_gt,\ v_bt-|x|\cot\theta\,\}. \tag{5}$$

This is a V cut into a flat surface. A wall that drops by $\cot\theta$ per unit of horizontal distance makes the angle $\theta$ with the vertical, as in (1). The angle is there from the first instant. The groove is steady in this sense: its angle does not change, while its size grows in proportion to $t$.

## 3. Width, and the arithmetic for copper

The wall meets the flat grain surface where the two entries of (5) are equal. At this half-width $w$,

$$w=(v_b-v_g)\,t\tan\theta .$$

Write $v_b=v_g/r$ and $\tan\theta=r/\sqrt{1-r^2}$:

$$w=v_gt\,\frac{1-r}{r}\,\frac{r}{\sqrt{(1-r)(1+r)}}=v_gt\sqrt{\frac{1-r}{1+r}} . \tag{6}$$

For a very fast boundary, $r\to0$, the half-width tends to $v_gt$, the sideways guess of the opening paragraph. For any finite $v_b$ it is smaller. The recession of the grain surface removes the upper part of the groove, where sideways attack has lasted longest. For $r\to1$ the width vanishes with the groove.

For the film after 2 min:

- The grains have receded by $50\times2=100$ nm.
- The root lies at $125\times2=250$ nm, which is 150 nm below the grain surface.
- The half-width is $100\sqrt{0.6/1.4}=65.5$ nm, so the groove is 131 nm wide.

The two guesses, a slit of about 1 nm and a trench of 200 nm, miss on opposite sides.

The arrival problem can also be solved without (3). The condition that the front moves at the local speed $v$ is $|\nabla T|=1/v$. This equation was solved by repeated sweeps over a grid of 1 nm spacing, with the fast rate on the central column alone. Straight lines fitted to the resulting walls gave a half-angle of $23.58^\circ$ at both 1 min and 2 min. At 2 min the half-width was 65.5 nm, and the largest difference in depth from (5) was 0.21 nm.

The film also has a lifetime. The boundary is cut through at $500/125=4$ min, when $500-50\times4=300$ nm of grain remains. By (6) the opening has doubled to 262 nm. If the grains are 500 nm across, grooves on opposite sides of a grain have not met, so (5) still applies away from the corners where boundaries join. In general, a film of thickness $d$ is cut at $t=d/v_b$, when the grain surface has receded by $v_gd/v_b=rd$. Within this model, a recess deeper than $rd$ cannot be made without cutting the film at its boundaries.

## 4. A surface that was not flat

A real surface may already carry a notch at the boundary, left by annealing or polishing. Does the groove remember its angle?

Let the surface have depth $h(x,t)$ and slope $p=\partial h/\partial x$. A normal recession $v_g\,dt$ of a sloping surface lowers it vertically by $v_g\,dt$ divided by the cosine of its tilt, and that cosine is $1/\sqrt{1+p^2}$. Therefore

$$\frac{\partial h}{\partial t}=v_g\sqrt{1+p^2}. \tag{7}$$

Differentiating with respect to $x$ gives the law for the slope:

$$\frac{\partial p}{\partial t}=\frac{v_g\,p}{\sqrt{1+p^2}}\,\frac{\partial p}{\partial x}.$$

A given value of $p$ therefore travels with the horizontal velocity $-v_gp/\sqrt{1+p^2}$. To the right of the boundary the depth decreases outward, so $p<0$ and this velocity is positive. Slopes travel away from the root. What the wall looks like near the root is therefore decided at the root, not by the old notch.

The root descends at $v_b$, so (7) requires $v_g\sqrt{1+p^2}=v_b$ beside it. Hence $1+p^2=1/\sin^2\theta$ and $|p|=\cot\theta$: the angle of (1) again. This slope travels outward at

$$v_g\frac{\cot\theta}{\sqrt{1+\cot^2\theta}}=v_g\cos\theta .$$

This is the speed of a slope value within the wall. Where the wall meets a flatter surface, whose slopes travel more slowly, it overtakes them, and its upper end moves more slowly than $v_g\cos\theta$. From a flat start that end moves at $w/t=32.7$ nm/min, compared with $v_g\cos\theta=45.8$ nm/min.

The boundary is essential to this choice of angle. In a notch of half-angle $\varphi$ without a fast boundary, the extended walls would intersect at a point that descends at $v_g/\sin\varphi$, and no angle would be preferred. The metal below the notch tip is in fact reached from the tip at the speed $v_g$, so the bottom becomes round. A fast boundary fixes the speed of the tip and with it the angle.

Equation (7) was stepped forward in time with the root driven at 125 nm/min, starting from notches 30 nm deep. One had a half-angle of $10^\circ$, sharper than the final groove, and the other $60^\circ$, much blunter. After 2 min the wall between 2 and 30 nm from the boundary had a half-angle of $23.58^\circ$ in both cases.

## 5. Two different grains, and a slow boundary

Let the left and right grains dissolve at different rates $v_1$ and $v_2$, both below $v_b$. The boundary is still the fastest road down, so its depth $s$ is still reached at $s/v_b$. After leaving the boundary for the last time, a path stays in one grain. The minimisation of section 2 then applies to each side with its own rate:

$$\sin\theta_i=\frac{v_i}{v_b},\qquad i=1,2. \tag{8}$$

For $v_1=v_2$ this returns to (1). For grains 20 percent slower and faster than before, 40 and 60 nm/min with $v_b$ held at 125 nm/min, the half-angles are $18.66^\circ$ and $28.69^\circ$. The grid solution gave the same values. The groove leans, and after 2 min the two grain surfaces also differ in height by $120-80=40$ nm.

The other limit to examine is $v_b<v_g$. Then (1) would ask for a sine above one. Nothing along the boundary can overtake the grain front, so the grains stay flat and the boundary material is left standing as a ridge. Its width $\delta$ now matters, because the ridge is attacked from its sides. The argument of section 1 applies with the rates exchanged: the ridge moves down with the grain surface at $v_g$, while its flanks recede along their normal at $v_b$. Their angle $\varphi$ to the boundary obeys $\sin\varphi=v_b/v_g$, and the height is $(\delta/2)\cot\varphi$. The ridge therefore stops growing.

With $v_b=40$ nm/min and $v_g=50$ nm/min, $\sin\varphi=0.8$ and $\cot\varphi=0.75$. On the grid the nearest grain points lie 1 nm to either side of the boundary column, which acts as a half-width of 1 nm. The computed ridge was 0.75 nm high, and the grains beside it were flat.

## 6. What the model leaves out

**Surface energy.** Atoms on a convex metal surface are less tightly bound and dissolve more readily. For a surface with curvature $\kappa$, positive where the metal is convex, the energy per mole rises by $\gamma V_m\kappa$, where $\gamma$ is the surface energy and $V_m$ the molar volume. If all of this energy acts on the rate, the rate is multiplied by $\exp(\gamma V_m\kappa/RT)$, with $R$ the gas constant and $T$ here the temperature. To first order,

$$v_n=v_g(1+\ell\kappa),\qquad \ell=\frac{\gamma V_m}{RT}. \tag{9}$$

With a rough $\gamma=1.8$ J/m², $V_m=7.1$ cm³/mol and 298 K, $\ell=5.2$ nm. If a smaller share of the energy acts on the rate, $\ell$ is smaller in proportion.

A straight wall has $\kappa=0$, so (9) leaves its speed and angle alone. The sharp upper edge, which is convex, is worn down. Adding this term to (7), with a flat start and the root still driven at $v_b$, gave a half-angle of $23.58^\circ$ after 2 min. At $x=65.5$ nm, where the ideal edge stands, the surface was about 9 nm deeper than the flat grain. Once the edge is rounded, $\ell\kappa$ stays near or below 0.2, so the first-order law is adequate there: the full exponential factor changes the extra depth only from about 8.9 to 9.5 nm. The value remains a size and not a prediction, because $\ell$ itself is rough.

A young groove fares worse. At 0.1 min the ideal groove is only $75\times0.1=7.5$ nm deep, comparable with $\ell$. The computed half-angle over the first nanometre from the root was between $31^\circ$ and $32^\circ$ instead of $24^\circ$. Here $\ell\kappa$ reaches about 0.5, so the first-order law is rough; the full exponential factor gives about $33^\circ$. With surface energy included, then, the groove needs time to reach its steady angle. At the root itself the curvature radius may be below 1 nm and (9) fails, so $v_b$ has to be taken as a measured rate, with such effects already in it.

**Etchant supply.** Let each dissolved copper atom use one oxidant molecule. The flux into a wall is then $J=v_g/V_m=1.17\times10^{-4}$ mol/(m² s). In the wedge, a concentration that rises linearly with height above the root, with gradient $A$, satisfies the steady diffusion equation. Its component perpendicular to a wall is $A\sin\theta$, so $DA\sin\theta=J$, where $D$ is the diffusivity. Over the groove depth $L$ the drop is

$$\Delta c=\frac{JL}{D\sin\theta}. \tag{10}$$

For $L=150$ nm and a rough $D=10^{-5}$ cm²/s, this is 0.04 percent of an assumed 0.10 mol/L. The groove is too small to starve.

The liquid above the film matters more. Across a stagnant layer of thickness $b=50$ µm above a flat surface the drop is $Jb/D$, about 6 percent; the extra wall area of the grooves raises it further. A wall has $1/\sin\theta=2.5$ times the area of its footprint, so for 500 nm grains at 2 min the drop is about 8 percent with parallel boundaries and about 10 percent with square grains. It lowers the concentration for grains and boundary alike. If both rates vary with the same power of concentration, their ratio and the angle do not change. If the powers differ, the angle shifts; for powers differing by one and a drop of 8 to 10 percent, by $2^\circ$ to $3^\circ$.

**Boundary width.** A boundary about 1 nm wide moves the two walls apart by that amount, 0.8 percent of the groove width.

**The real film.** The example stands for a slow recess of copper in dilute acidic peroxide. Its rates are round choices, not measurements; stronger copper etchants can be far faster, and the ratio of 2.5 between boundary and grain is an assumption. Of the effects sized here, unequal grain rates change the mature angle most: a spread of 20 percent moves a wall by about $5^\circ$. Boundaries differ too. Coherent twin boundaries are generally less reactive than ordinary ones, so one film can hold grooves of several angles, and a strongly faceting etchant breaks the isotropy on which (1) rests.

The formula can also be read backwards. A measured half-angle gives $r=\sin\theta$. Independently, the recess and the groove depth give $r$ as recess divided by recess plus groove depth, here $100/(100+150)=0.400$. For a groove that began on a flat surface and is much larger than $\ell$, a clear disagreement between the two values shows that some assumption of the model fails. The ratio of the rates may have changed during the etch; the grain rate may have depended on direction; the boundary may be tilted by an angle $\alpha$ from the vertical, which leaves the opening angle at $2\theta$ but turns both walls by $\alpha$ and lets the root descend at only $v_b\cos\alpha$, so that the depths give $r/\cos\alpha$; or neighbouring grooves may have met and removed the flat surface between them. Unequal grain rates alone do not show up in this way if each wall is compared with the recess on its own side: by (8), both values are then $v_i/v_b$.
